**Heralded-photon purity from Schmidt coefficients**

The program tests that a photon heralded from a pair with joint spectral amplitude $f(x,y)$ has purity $P=\sum_k\lambda_k^2$, where $x$ and $y$ are the signal and idler detunings and $\lambda_k$ are the normalized squared singular values of $f$. For a random complex amplitude, it asserts that this agrees with the state built from unrecorded idler outcomes, and that the state does not depend on the idler basis. For a Gaussian source it compares singular values with $P=|u-v|/\sqrt{(u-v)^2+(1+uv)^2}$, where $u$ and $v$ are the group-index mismatches of signal and idler with the pump, scaled by pump width and profile length. Further assertions cover the geometric Schmidt spectrum, pump chirp, a filtered herald, the time-domain form of the amplitude and multi-pair emission. The output shows unit purity at a profile length of 1.56 mm, and 0.592 and 0.579 for the shorter and longer profiles. At the separable length, a chirped pump lowers the purity to 0.899 although the joint intensity still factors. The best purity found for a uniform waveguide is 0.806.

## Verification by program

```python
"""
Result under test: a photon heralded from a pair with joint spectral amplitude
f(x, y) has purity P = sum(lambda_k^2), lambda_k being the Schmidt coefficients
(normalized squared singular values of f), and P = 1 only if f is a product.
x, y : signal and idler detunings (eV);  sigma : pump amplitude width (eV)
length : width l of the nonlinearity profile exp(-z^2/(2 l^2)) (angstrom)
n_pump, n_signal, n_idler : group indices
u, v : sigma*l*(n_pump - n_signal)/(hbar c), sigma*l*(n_pump - n_idler)/(hbar c)
For this Gaussian source P = |u-v| / sqrt((u-v)^2 + (1+u v)^2).
"""
import numpy as np
from scipy import constants as sc
from scipy.linalg import expm, svd, svdvals
from scipy.optimize import minimize_scalar

hbar_c = sc.hbar * sc.c / sc.e * 1e10      # eV angstrom
angstrom_to_mm = 1e-7
sigma = 0.002
n_pump, n_signal, n_idler = 2.20, 2.15, 2.28
rng = np.random.default_rng(7)


def show(label, value, unit="", fmt=".5f"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


def schmidt(matrix):
    weights = svdvals(matrix) ** 2
    return weights / weights.sum()


def purity(matrix):
    return np.sum(schmidt(matrix) ** 2)


def gram_purity(matrix):
    gram = matrix @ matrix.conj().T
    return np.sum(np.abs(gram) ** 2) / np.trace(gram).real ** 2


def mismatch_numbers(length, n_s=n_signal, n_i=n_idler):
    scale = sigma * length / hbar_c
    return scale * (n_pump - n_s), scale * (n_pump - n_i)


def formula_purity(u, v):
    return abs(u - v) / np.hypot(u - v, 1 + u * v)


def gaussian_amplitude(length, n_s=n_signal, n_i=n_idler, chirp=0.0):
    """Amplitude sampled over eight standard deviations on either side."""
    u, v = mismatch_numbers(length, n_s, n_i)
    grid = np.linspace(-8, 8, 241)
    x = grid * sigma * np.sqrt((1 + v**2) / 2) / abs(u - v)
    y = grid * sigma * np.sqrt((1 + u**2) / 2) / abs(u - v)
    total = x[:, None] + y[None, :]
    delta_k = ((n_pump - n_s) * x[:, None]
               + (n_pump - n_i) * y[None, :]) / hbar_c
    pump = np.exp(-total**2 / (2 * sigma**2) + 0.5j * chirp * total**2)
    return x, y, pump * np.exp(-(delta_k * length) ** 2 / 2)


def quadratic_coefficients(length):
    """a, b, c in exp(-a x^2 - b y^2 - 2 c x y), in eV^-2."""
    u, v = mismatch_numbers(length)
    return ((1 + u**2) / (2 * sigma**2), (1 + v**2) / (2 * sigma**2),
            (1 + u * v) / (2 * sigma**2))


# --- General theorem on an arbitrary complex amplitude -----------------------
f = rng.normal(size=(12, 9)) + 1j * rng.normal(size=(12, 9))
f /= np.linalg.norm(f)


def herald_by_outcomes(amplitude):
    """Mix the pure signal states left by each unrecorded idler outcome."""
    rho = np.zeros((amplitude.shape[0],) * 2, complex)
    for column in amplitude.T:
        probability = np.vdot(column, column).real
        state = column / np.sqrt(probability)
        rho += probability * np.outer(state, state.conj())
    return rho


rho = herald_by_outcomes(f)
direct = np.trace(rho @ rho).real
assert abs(direct - purity(f)) < 1e-12
unitary = np.linalg.qr(rng.normal(size=(9, 9))
                       + 1j * rng.normal(size=(9, 9)))[0]
assert np.allclose(rho, herald_by_outcomes(f @ unitary), atol=1e-12)
minors = (np.einsum("ab,cd->abcd", f, f) - np.einsum("ad,cb->abcd", f, f))
assert abs(1 - direct - 0.5 * np.sum(np.abs(minors) ** 2)) < 1e-12

# A product amplitude stays pure for any herald efficiency; this f does not.
efficiency = rng.uniform(0.1, 1.0, 9)
product = np.outer(f[:, 0], f[0, :])
filtered_product = herald_by_outcomes(product * np.sqrt(efficiency))
filtered_product /= np.trace(filtered_product)
assert abs(np.trace(filtered_product @ filtered_product).real - 1) < 1e-12
assert purity(f * np.sqrt(efficiency)) < 0.9

# --- Gaussian source -----------------------------------------------------------
# Phase-matching function from the integral over the nonlinearity profile.
z = np.linspace(-9, 9, 721)
for q_value in (0.5, 1.0, 2.0, 3.0):
    integral = np.sum(np.exp(-z**2 / 2 + 1j * q_value * z)) * (z[1] - z[0])
    assert abs(integral / np.sqrt(2 * np.pi) - np.exp(-q_value**2 / 2)) < 1e-10

separable_length = hbar_c / (sigma * np.sqrt(
    (n_pump - n_signal) * (n_idler - n_pump)))
short_length, long_length = 5e6, 5e7

print("Model parameters")
show("hbar c", hbar_c, "eV angstrom", ".3f")
show("pump width sigma", sigma, "eV", ".4f")
show("group index, pump", n_pump, fmt=".2f")
show("group index, signal", n_signal, fmt=".2f")
show("group index, idler", n_idler, fmt=".2f")
print("Gaussian profile")
show("separable profile length", separable_length, "angstrom", ".4e")
show("separable profile length", separable_length * angstrom_to_mm, "mm", ".4f")
for name, length in (("short", short_length), ("separable", separable_length),
                     ("long", long_length)):
    u, v = mismatch_numbers(length)
    numeric = purity(gaussian_amplitude(length)[2])
    assert abs(numeric - formula_purity(u, v)) < 1e-7
    show(f"{name}: length", length, "angstrom", ".4e")
    show(f"{name}: u", u)
    show(f"{name}: v", v)
    show(f"{name}: purity from singular values", numeric)
    show(f"{name}: Schmidt number K", 1 / numeric)

# Schmidt spectrum and leading mode of the long profile.
x, y, long_amplitude = gaussian_amplitude(long_length)
long_purity = formula_purity(*mismatch_numbers(long_length))
coefficients = schmidt(long_amplitude)
ratio = (1 - long_purity) / (1 + long_purity)
assert np.allclose(coefficients[:8], (1 - ratio) * ratio ** np.arange(8),
                   atol=1e-7)
a, b, c = quadratic_coefficients(long_length)
leading = svd(long_amplitude)[0][:, 0]
mode = np.exp(-a * long_purity * x**2)
assert abs(np.vdot(leading, mode)) / np.linalg.norm(mode) > 1 - 1e-7
show("long: ratio q of successive coefficients", ratio)
for k in range(4):
    show(f"long: Schmidt coefficient {k}", coefficients[k])

# Equal signs of the two index mismatches: purity has a ceiling below one.
same_sign_idler = 2.12
best = minimize_scalar(
    lambda s: -purity(gaussian_amplitude(s * separable_length,
                                         n_i=same_sign_idler)[2]),
    bounds=(0.5, 2.0), method="bounded")
d_s, d_i = n_pump - n_signal, n_pump - same_sign_idler
assert abs(-best.fun - abs(d_s - d_i) / (d_s + d_i)) < 1e-5
show("same-sign case: idler group index", same_sign_idler, fmt=".2f")
show("same-sign case: best purity over length", -best.fun)

# Idler and pump at equal group velocity: unity is only approached.
matched = [purity(gaussian_amplitude(s * long_length, n_i=n_pump)[2])
           for s in (1, 4)]
for s, value in zip((1, 4), matched):
    u, _ = mismatch_numbers(s * long_length)
    assert abs(value - u / np.hypot(u, 1)) < 1e-7
assert matched[0] < matched[1] < 1
show("idler matched to pump, long length: purity", matched[0])
show("idler matched to pump, 4 x long length: purity", matched[1])

# --- Spectral phase: intensity factors, amplitude does not ---------------------
chirp = 1 / sigma**2
for length in (separable_length, long_length):
    a, b, c = quadratic_coefficients(length)
    expected = np.sqrt((a * b - c**2) / (a * b + chirp**2 / 4))
    assert abs(purity(gaussian_amplitude(length, chirp=chirp)[2])
               - expected) < 1e-7
chirped = gaussian_amplitude(separable_length, chirp=chirp)[2]
intensity_values = svdvals(np.abs(chirped) ** 2)
assert intensity_values[1] / intensity_values[0] < 1e-10
print("Chirped pump at the separable length")
show("chirp phi", chirp, "eV^-2", ".4e")
show("purity", purity(chirped))

# --- Filtered herald, long profile ----------------------------------------------
window = 0.0002
response = np.exp(-y**2 / window**2)
filtered = long_amplitude * np.sqrt(response)
a, b, c = quadratic_coefficients(long_length)
b_filtered = b + 1 / (2 * window**2)
pass_probability = (np.sum(np.abs(filtered) ** 2)
                    / np.sum(np.abs(long_amplitude) ** 2))
assert abs(purity(filtered) - np.sqrt(1 - c**2 / (a * b_filtered))) < 1e-7
assert abs(pass_probability - np.sqrt(
    (a * b - c**2) / (a * b_filtered - c**2))) < 1e-7
assert purity(filtered) > long_purity
print("Filtered herald, long profile")
show("filter width w", window, "eV", ".4f")
show("purity", purity(filtered))
show("fraction of heralds kept", pass_probability)

# --- Uniform waveguide -----------------------------------------------------------
# Times are in units of 1/sigma. Half-band r = sigma*L*(n_idler-n_signal)/(2 hbar c).
index_gap = n_idler - n_signal
weight_signal = (n_idler - n_pump) / index_gap
weight_idler = (n_pump - n_signal) / index_gap


def time_amplitude(half_band, cells, gaussian_width=None):
    """Pair amplitude in arrival times; band edges lie midway between points."""
    step = half_band / (cells + 0.5)
    count = int(np.ceil((7 + half_band) / step))
    t = np.arange(-count, count + 1) * step
    difference = t[:, None] - t[None, :]
    creation = weight_signal * t[:, None] + weight_idler * t[None, :]
    if gaussian_width is None:
        profile = (np.abs(difference) < half_band).astype(float)
    else:
        profile = np.exp(-difference**2 / (2 * gaussian_width**2))
    return profile * np.exp(-creation**2 / 2)


# The time picture must reproduce the spectral result for Gaussian profiles.
for length in (short_length, separable_length):
    u, v = mismatch_numbers(length)
    check = gram_purity(time_amplitude(4.0, 40, abs(u - v)))
    assert abs(check - formula_purity(u, v)) < 1e-5

search = minimize_scalar(lambda r: -gram_purity(time_amplitude(r, 40)),
                         bounds=(1.5, 7.0), method="bounded")
best_band = search.x
uniform_purity = gram_purity(time_amplitude(best_band, 120))
assert abs(uniform_purity + search.fun) < 1e-3   # grid convergence
assert uniform_purity < 0.95

# Same source in frequency; the cut sinc tail carries below 0.1 % of the weight.
detuning = np.arange(-800, 801) * 0.35
argument = best_band * (weight_idler * detuning[:, None]
                        - weight_signal * detuning[None, :])
spectral = (np.exp(-(detuning[:, None] + detuning[None, :]) ** 2 / 2)
            * np.sinc(argument / np.pi))
assert abs(gram_purity(spectral) - uniform_purity) < 2e-3
uniform_length = 2 * best_band * hbar_c / (sigma * index_gap)
print("Uniform waveguide")
show("length of best purity", uniform_length, "angstrom", ".2e")
show("length of best purity", uniform_length * angstrom_to_mm, "mm", ".1f")
show("best purity", uniform_purity, fmt=".3f")

# --- Multi-pair emission from a separable source ----------------------------------
mean_pairs = 0.01
gain = np.arcsinh(np.sqrt(mean_pairs))
raising = np.diag(np.arange(1, 40), -1).astype(float)
number_probability = expm(gain * (raising - raising.T))[:, 0] ** 2
assert abs(np.arange(40) @ number_probability - mean_pairs) < 1e-10
clicked = number_probability[1:] / number_probability[1:].sum()
full_purity = np.sum(clicked**2)
assert abs(full_purity - 1 / (1 + 2 * mean_pairs)) < 1e-10
print("Multi-pair emission, separable source, ideal click detector")
show("mean pairs per pulse", mean_pairs, fmt=".2f")
show("one-photon fraction after a click", clicked[0])
show("purity of the full heralded state", full_purity)

print("no test failed")
```

Printed output:

```
Model parameters
hbar c: 1973.270 eV angstrom
pump width sigma: 0.0020 eV
group index, pump: 2.20
group index, signal: 2.15
group index, idler: 2.28
Gaussian profile
separable profile length: 1.5600e+07 angstrom
separable profile length: 1.5600 mm
short: length: 5.0000e+06 angstrom
short: u: 0.25339
short: v: -0.40542
short: purity from singular values: 0.59183
short: Schmidt number K: 1.68966
separable: length: 1.5600e+07 angstrom
separable: u: 0.79057
separable: v: -1.26491
separable: purity from singular values: 1.00000
separable: Schmidt number K: 1.00000
long: length: 5.0000e+07 angstrom
long: u: 2.53387
long: v: -4.05418
long: purity from singular values: 0.57918
long: Schmidt number K: 1.72658
long: ratio q of successive coefficients: 0.26648
long: Schmidt coefficient 0: 0.73352
long: Schmidt coefficient 1: 0.19547
long: Schmidt coefficient 2: 0.05209
long: Schmidt coefficient 3: 0.01388
same-sign case: idler group index: 2.12
same-sign case: best purity over length: 0.23077
idler matched to pump, long length: purity: 0.93018
idler matched to pump, 4 x long length: purity: 0.99517
Chirped pump at the separable length
chirp phi: 2.5000e+05 eV^-2
purity: 0.89923
Filtered herald, long profile
filter width w: 0.0002 eV
purity: 0.94938
fraction of heralds kept: 0.23507
Uniform waveguide
length of best purity: 4.50e+07 angstrom
length of best purity: 4.5 mm
best purity: 0.806
Multi-pair emission, separable source, ideal click detector
mean pairs per pulse: 0.01
one-photon fraction after a click: 0.99010
purity of the full heralded state: 0.98039
no test failed
```
